Exchange Narrowing in Two Ferromagnetically Coupled Macrospins, part 2

Two ferromagnetically coupled layers, treated as macrospins, precess about a common axis z under a uniform field of amplitude b rotating with them at frequency f. The question is how exchange shares the absorption between two resonance lines.

Layer j has unit magnetization vector mⱼ and obeys the Landau–Lifshitz–Gilbert (LLG) equation with damping term α mⱼ × dmⱼ/dt. Both layers have magnetization M, thickness t and gyromagnetic ratio γ. A coupling energy Aₓ per unit area gives the exchange field Bₓ and its frequency J:

Bₓ = Aₓ/(Mt),   J = γBₓ/(2π).   (2)

The local frequencies f₁ and f₂, set by the applied field B and each layer's anisotropy field, have mean f₀ and half difference D = (f₁ − f₂)/2. For small tilts, ψⱼ = m_x + i m_y has steady amplitude aⱼ. With β = γb/(2π),

(f₁ + J)a₁ − J a₂ − f(1 − iα)a₁ = β,
(f₂ + J)a₂ − J a₁ − f(1 − iα)a₂ = β.   (5)

With λ = f(1 − iα), u = (a₁ + a₂)/√2 and v = (a₁ − a₂)/√2,

(f₀ − λ)u + D v = √2 β,
D u + (f₀ + 2J − λ)v = 0.   (6)

The lines lie at f∓ = f₀ + J ∓ S, where S = √(J² + D²), with strengths w∓ = (S ± J)/(2S), upper signs together. Their ratio R = w₊/w₋ = [D/(J + S)]² tends to the limiting law D²/(4J²) for J ≫ D. The normalized absorbed power p is the sum over both lines n of wₙα/[(fₙ/f − 1)² + α²].

The example has M = 1.0 MA/m, t = 1.0 nm, Aₓ = 0.20 mJ/m², α = 0.01, γ/2π = 29.392 GHz/T, B = 0.30 T and anisotropy fields of 0.30 and 0.20 T. Hence f₀ = 16.166, D = 1.470, J = 5.878, S = 6.059 and f₊ = 28.103 GHz. With only Aₓ varied, R is 17.2 % at 0.05 mJ/m² (limiting law: 25.0 %), 0.388 % at 0.40 and 0.097 % at 0.80.

At 0.05 mJ/m² the coupling J equals D, and the limiting law is far too large. From 0.40 to 0.80 mJ/m², doubling the coupling reduces R by a factor of 4.0. A numerical diagonalization gives the same picture: the logarithmic slope of R against D/J is 1.999 between D/J = 0.02 and 0.04, and 0.18 between 8 and 16. The second value belongs to weak coupling. There S ≈ D for positive D, so R = (S − J)/(S + J) ≈ 1 − 2J/D and ln R ≈ −2J/D. Between the two points ln R changes by 2/8 − 2/16 = 0.125, and division by ln 2 gives 0.18. Thus R is quadratic in D/J for strong coupling, while for weak coupling its reduction below 1 is linear in J/D.

A resonance measurement can also hold the frequency fixed and sweep the field. The applied field B shifts both local frequencies equally. It therefore changes f₀ and leaves D, J, S and the strengths alone. Write g′ = γ/2π and let B̄ₖ be the mean of the two anisotropy fields, so that f₀ = g′(B + B̄ₖ). Setting f∓ = f and solving for B gives the resonance fields

B₋ = (f − J + S)/g′ − B̄ₖ,
B₊ = (f − J − S)/g′ − B̄ₖ.   (17)

The upper mode resonates at the lower field, because it needs less applied field to reach f. Near each resonance fₙ − f = g′(B − Bₙ), and this relation is linear at all fields for which the parallel state holds. Multiplying numerator and denominator of each term in p by f² gives

pₙ(B) = wₙ αf²/[g′²(B − Bₙ)² + α²f²].   (18)

Both lines are Lorentzians in the field with the same full width 2αf/g′. The area of one follows from the integral of 1/(g′²y² + α²f²) over all y, which is π/(g′αf). The area is thus πfwₙ/g′, and the ratio of the two areas is R. The areas are those of the complete Lorentzians, even if the experiment records a part of them.

At 20.0 GHz the example gives B₋ = 0.437 T and B₊ = 0.024 T, with a linewidth of 2 × 0.01 × 20.0/29.392 = 13.6 mT. A fit of two such Lorentzians to the directly solved linear response between 0 and 0.7 T returned an area ratio of 1.515 %, equal to R at the digits shown. The second resonance occurs at positive field when f exceeds J + S + g′B̄ₖ, which is 5.878 + 6.059 + 7.348 = 19.3 GHz here. In a positive-field sweep below this frequency its centre is out of range.

Narrowing in the everyday sense of a smaller linewidth appears when the local lines overlap. Without coupling the strengths are 1/2 each and the lines lie at f₀ ± D. Close to f₀, for small α, both may be given the half width h = αf₀. With y = f − f₀, the absorption is proportional to

h/[(y − D)² + h²] + h/[(y + D)² + h²].

Put q = y² and s = D² + h². The two denominators are q + s − 2yD and q + s + 2yD. Their sum is 2(q + s) and their product is (q + s)² − 4qD², so the line shape is

F(q) = 2h(q + s)/[(q + s)² − 4qD²].   (19)

The sign of dF/dq is that of

(q + s)² − 4qD² − (q + s)[2(q + s) − 4D²] = 4D²s − (q + s)².

For q ≥ 0 this is at most s(4D² − s). If 4D² < s, which means 3D² < h², F falls steadily away from the centre and the pair looks like one line. The condition is D < h/√3 for positive D.

The height at the centre is F(0) = 2h/s. At half height F = h/s, and cross-multiplication gives

2s(q + s) = (q + s)² − 4qD².

Expanding both sides and cancelling 2sq leaves q² − 4D²q − s² = 0. Since q is the square of a real offset, the positive root applies, and the full width without coupling is

Δf = 2√q,   q = 2D² + √[4D⁴ + (D² + h²)²].   (20)

For D ≪ h this becomes q ≈ h² + 3D², so detuning first broadens the blend quadratically. Strong coupling removes this contribution. One line remains at f₋ ≈ f₀ − D²/(2J), with intrinsic width 2αf₋/(1 − α²), provided that J ≫ D and that the upper line lies many linewidths away.

Suppose that the anisotropy fields differ by 5.0 mT, with the mean and all other parameters as before. Then D = 29.392 × 0.0025 = 0.0735 GHz and h = 0.1617 GHz. The single-peak limit h/√3 is 0.093 GHz, so the uncoupled lines are unresolved. Equation (20) gives 0.420 GHz, and a direct search for the half-height points of the full response gives the same to three digits. With the coupling of 0.20 mJ/m² the same search gives 0.323 GHz. The uncoupled line is 30 % wider than the coupled one. The second line now has R = 3.9×10⁻⁵.

Whether a second line can be seen depends on more than R, because it stands on the tail of the main line. At f = f₊ the second line contributes w₊/α. The main line contributes w₋α/[(f₋/f₊ − 1)² + α²], where 1 − f₋/f₊ = 2S/f₊. For αf₊ ≪ 2S the α² in this denominator can be dropped. Dividing by w₊/α and using w₋/w₊ = [(J + S)/D]², the ratio of tail to second-line height is

T = [αf₊(J + S)/(2SD)]².   (21)

For J ≫ D the factor (J + S)/(2S) tends to 1, and T ≈ (αf₊/D)². The second line rises above the tail by more than the tail's own height when the half linewidth αf₊ is smaller than the detuning D. In the example (0.281/1.470)² = 3.7 %, and the full response gives 3.55 %. Because f₊ grows with J, the tail becomes relatively more important at strong coupling. At 0.80 mJ/m² the height of the absorption at f₊, relative to that at f₋, is 0.115 %, whereas R is 0.097 %. In the close pair αf₊ exceeds D, and the weak line's own height is about 1/14 of the tail beneath it. T compares heights only. Because the tail slopes gently, the noiseless response still has a shallow local maximum near 27.9 GHz, which is gone when the anisotropy difference is reduced to 3 mT. A missing second peak sets no lower bound on the coupling unless the detuning, linewidth, noise and measured range are taken into account.

The parameters describe a composite free layer of roughly typical thickness, magnetization and damping. The coupling through the spacer depends strongly on its material and thickness, so 0.20 mJ/m² is one plausible value. An anisotropy difference of 0.10 T was chosen to make the second line large enough to discuss, and it need not represent a well-balanced stack. The model also assumes that the layers are equal apart from their anisotropy, which a real stack need not satisfy. The following changes refer to the total height at f₊ divided by that at f₋, which is 1.57 % in the ideal example, tail included. One property is changed at a time.

Mutual spin pumping is the largest of the changes considered. Each precessing layer sends a spin current into the other, which adds α′(m₁ × dm₁/dt − m₂ × dm₂/dt) to the equation of layer 1 and the negative of this to that of layer 2. In the linear equations the addition is proportional to dψ₁/dt − dψ₂/dt. It vanishes for in-phase motion and raises the damping of antiphase motion by 2α′. With α′ = 0.003 the upper mode has a damping of about 0.016 in place of 0.010, which lowers its own height to about 10/16 of its former value. The calculated total ratio falls to 1.02 %, a relative change of −35 %. A height ratio read without regard to linewidth would then overstate the suppression of strength.

Unequal damping acts through the modes. To first order in the damping, a mode is damped by the average of α₁ and α₂, weighted by the squared amplitudes of the layers. In the upper mode the first line of (6), without drive or damping, gives u/v = D/(f₊ − f₀) = D/(J + S) ≡ r. The weight of layer 1 is (u + v)²/[2(u² + v²)] = [1 + 2r/(1 + r²)]/2. Since (J + S)² + D² = 2S(J + S), this equals (1 + D/S)/2 = 0.62. With α₁ = 0.008 and α₂ = 0.012 the upper mode has a damping of about 0.0095 and the lower one about 0.0105. The height ratio rises accordingly, to 1.73 % in the full calculation.

If layer 2 is 20 % thicker at the same coupling energy and local frequencies, equation (2) gives it a weaker exchange field, and the ratio becomes 1.75 %. Unequal thickness without detuning produces no second line: equal amplitudes still cancel the exchange terms in each of equations (5), whatever the two exchange fields are. A g-factor higher by 1 % in layer 2 reduces the ratio to 1.30 %. Part of this comes from the detuning, since f₂ rises by 0.147 GHz and D falls to 1.396 GHz. The rest comes from the exchange and drive torques on layer 2, which also scale with g. Warming may weaken the coupling; a loss of 10 %, with everything else fixed, gives 1.92 %. These variants together suggest that the height ratio of 1.57 % in the ideal model should be read as a value between about 1 and 2 % for mismatches of this size acting singly.

A lateral variation of anisotropy common to both layers is of another kind. It shifts f₁ and f₂ together and so changes f₀, on which the interlayer exchange has no effect. A common variation of 5 mT shifts the line by 0.147 GHz, nearly half of the main linewidth of 0.320 GHz. Interlayer exchange suppresses the broadening caused by differences between the layers and leaves this contribution in place. How far exchange within each film averages such a variation depends on its lateral scale, which two macrospins cannot describe.

The remaining approximations are milder here. Treating each film as rigid through its thickness requires the coupling energy times t, divided by the exchange stiffness of the film, to be small. For a stiffness of about 10 pJ/m this parameter is 0.020. In perpendicular CoFeB the anisotropy comes from an interface, and the same ratio formed with the interface anisotropy energy (about 0.8 mJ/m² here) is about 0.08. If that anisotropy sits at the outer faces, it lowers the frequencies of the separate films by about 1 GHz from their thickness-averaged values. f₁ and f₂ should therefore be read as the measured frequencies of the separate films; with that reading and the anisotropy at the outer faces, R falls by about 3 % of its value. With the same anisotropy at the faces next to the spacer it would instead rise by about 10 %. A linearly polarized drive also contains a field rotating against the precession, whose absorption at f₊ is 0.27 % of the second line's own height. At a drive of 0.1 mT, treating the pair as a single layer gives a cone angle of g′b/(αf₋), about 1°, on the main resonance. By the second line of (6), v/u = −D/(J + S) in the lower mode, so the angles of layers 1 and 2 differ from this estimate by factors of about 1 − D/(J + S) and 1 + D/(J + S). In both layers mz differs from 1 by no more than about 2×10⁻⁴.

For nearly all the strength in small-angle resonance to lie in one mode, the condition is J ≫ |D|, that is, an exchange field much larger than half the difference of the anisotropy fields. This does not make the stack reverse as one layer. With both moments in the film plane at zero field, tilting them out of it by ±ε changes the energy per Mt by (2Bₓ − Bₖ)ε² for nearly equal anisotropy fields Bₖ, so coherent reversal needs Bₓ above about Bₖ/2. In the close pair an exchange field of 0.05 T gives J/D = 20, yet the two-macrospin reversal barrier is only about 70 % of the one-layer value. At fixed detuning, doubling an already strong coupling lowers the strength of the second line fourfold; at fixed coupling, halving the detuning does the same. Both statements hold for small-angle precession about a common axis in layers with nearly equal moments and with equal g-factors and damping. A difference in g or in damping excites the antiphase mode even without detuning. The relative difference in g must therefore be small compared with |D|/J, and the difference in damping, multiplied by f₊, small compared with |D|. In the close pair, where D/J is 0.0125 at the coupling of 0.20 mJ/m², a g-factor difference of 1 % is already too large. The numerical output below lists the values for the main cases.

Computed values

```
g-factor 2.1, gamma/2pi = 29.392 GHz/T
magnetization = 1.0 MA/m
layer thickness = 1.0 nm
coupling energy = 0.20 mJ/m2
damping alpha = 0.01
applied field = 0.30 T
anisotropy fields = 0.30, 0.20 T
exchange field = 0.200 T
local frequencies f1, f2 = 17.635, 14.696 GHz
f0 = 16.166, D = 1.470, J = 5.878, S = 6.059 GHz
D/J = 0.250
lines f_low, f_high = 15.985, 28.103 GHz
main line below f0: 0.1809 GHz
D^2/(2J) = 0.1837 GHz
strengths w_low, w_high = 0.98507, 0.01493
strength ratio R = 1.515 %
limit D^2/(4J^2) = 1.562 %
main linewidth (full) = 0.3197 GHz
power at f_low: LLG 98.507, formula 98.507
power at f_high: LLG 1.5458, formula 1.5458
log slope of R: D/J 0.02-0.04 1.9991
log slope of R: D/J 8-16 0.1795
coupling mJ/m2 | f_low GHz | f_high GHz | R % | limit % | height %
0.05 | 15.557 | 19.714 | 17.157 | 25.000 | 17.378
0.10 | 15.819 | 22.391 | 5.573 | 6.250 | 5.689
0.20 | 15.985 | 28.103 | 1.515 | 1.562 | 1.569
0.40 | 16.074 | 39.771 | 0.388 | 0.391 | 0.416
0.80 | 16.120 | 63.239 | 0.097 | 0.098 | 0.115
tail / second-line height = 3.55 %
strong-coupling estimate = 3.66 %
field sweep at 20.0 GHz:
main, second line at 0.4366, 0.0243 T
field linewidth (full) = 13.61 mT
fitted area ratio = 1.515 %
close pair: anisotropy difference = 5.0 mT
close pair: D = 0.0735, alpha*f0 = 0.1617 GHz
width without coupling = 0.4202 GHz
width formula without coupling = 0.4201 GHz
width with coupling = 0.3233 GHz
close pair: R = 3.906e-05
height ratio, ideal model = 1.569 %
height ratio, damping 0.008 and 0.012 = 1.731 %
height ratio, layer 2 thicker by 20 % = 1.754 %
height ratio, g of layer 2 higher by 1 % = 1.301 %
height ratio, mutual spin pumping 0.003 = 1.017 %
height ratio, coupling 10 % weaker (warm) = 1.918 %
common 5 mT anisotropy shift = 0.147 GHz
layer twist parameter = 0.020
counter-rotating / second-line height = 0.271 %
cone angle at 0.1 mT drive = 1.05 degrees
```
